**Proximity decay length in diffusive copper: formula against numerical solutions**

The program tests $\xi=\sqrt{\hbar D/(2\pi kT)}$, the decay length of the lowest Matsubara component of the pair function in a normal metal with diffusivity $D$ at temperature $T$. It asserts by symbolic algebra that the matrix Usadel equation reduces to $D\theta''=2\omega\sin\theta$, where $\theta$ is the pairing angle and $\omega$ the Matsubara energy. It then solves this nonlinear equation on a grid and asserts that the decay length read from the profile agrees with the formula at 4 K and 1 K, and with the pair-breaking formula at 4 K. The closed nonlinear profile, its far prefactor and the approach of the summed pair amplitude to $\xi$ are also asserted. For a finite mean free path, the decay constant from a discrete-angle form of the transport equation is compared with the root of $\tanh y=y/(1+s)$, where $y$ is the mean free path over the decay length and $s$ the mean free path over $\hbar v/(2\pi kT)$, with $v$ the Fermi velocity. For $D=0.01\ \mathrm{m^2/s}$ at 4 K the output gives 55.13 nm from both the formula and the grid. It also shows the Usadel length exceeding the transport length by 0.4% for this film and by 44% for copper with a diffusivity one hundred times larger.

## Numerical verification

```python
# Result under test: in a diffusive normal metal the superconducting pair
# function decays over xi = sqrt(hbar D / (2 pi k T)); about 55 nm for
# copper with D = 0.01 m^2/s at T = 4 K.
# Symbols: D diffusivity, omega Matsubara energy (2n+1) pi k T,
# theta pairing angle (pair function F = sin theta), gap = pair potential
# of the superconductor, gamma = pair-breaking energy, v Fermi velocity,
# l mean free path, s = 2 omega tau / hbar with tau = l / v.
# All internal quantities are in atomic units (hbar = m = e = 1).
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, hbar, e
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

bohr_m = physical_constants["Bohr radius"][0]
nm = 1e-9 / bohr_m
hartree_ev = physical_constants["Hartree energy in eV"][0]
time_s = physical_constants["atomic unit of time"][0]
k_ev = physical_constants["Boltzmann constant in eV/K"][0]
diff_unit = bohr_m**2 / time_s          # m^2/s per atomic unit

# Inputs
D_si, T_K = 0.01, 4.0
gap_ev = 0.0014                         # rough, niobium-like
lattice_nm = 0.361                      # rough, copper
L_pb_nm = 300.0                         # chosen pair-breaking length
D = D_si / diff_unit
gap = gap_ev / hartree_ev


def thermal(T):
    return k_ev * T / hartree_ev


def xi_formula(diffusivity, T):
    return np.sqrt(diffusivity / (2 * np.pi * thermal(T)))


# Matrix Usadel equation reduces to D theta'' = 2 omega sin(theta)
X, Ds, W = sp.symbols("x D omega", positive=True)
th = sp.Function("theta")(X)
t1 = sp.Matrix([[0, 1], [1, 0]])
t2 = sp.Matrix([[0, -sp.I], [sp.I, 0]])
t3 = sp.Matrix([[1, 0], [0, -1]])
g = t3 * sp.cos(th) + t1 * sp.sin(th)
matrix_eq = Ds * (g * g.diff(X)).diff(X) - W * (t3 * g - g * t3)
scalar_eq = sp.I * t2 * (Ds * th.diff(X, 2) - 2 * W * sp.sin(th))
assert (g * g - sp.eye(2)).applyfunc(sp.simplify) == sp.zeros(2)
assert (matrix_eq - scalar_eq).applyfunc(sp.simplify) == sp.zeros(2)

# Nonlinear Usadel equation solved on a grid by Newton iteration
x = np.linspace(0, 1500 * nm, 3001)     # step 0.5 nm
h = x[1] - x[0]


def usadel_profile(omega, theta0, gamma=0.0):
    theta = np.zeros_like(x)
    theta[0] = theta0
    c = D / (2 * h**2)
    for _ in range(40):
        t = theta[1:-1]
        res = (c * (theta[2:] - 2 * t + theta[:-2])
               - omega * np.sin(t) - gamma * np.sin(t) * np.cos(t))
        band = np.full((3, t.size), c)
        band[1] = -2 * c - omega * np.cos(t) - gamma * np.cos(2 * t)
        step = solve_banded((1, 1), band, -res)
        theta[1:-1] += step
        if np.max(np.abs(step)) < 1e-11:
            return theta
    raise AssertionError("Newton iteration did not converge")


def measured_length(theta):
    i, j = 1200, 1400                   # depths 600 nm and 700 nm
    return (x[j] - x[i]) / np.log(theta[i] / theta[j])


xi = xi_formula(D, T_K)
omega0 = np.pi * thermal(T_K)
theta0 = np.arctan(gap / omega0)
profile = usadel_profile(omega0, theta0)
xi_grid = measured_length(profile)
assert abs(xi_grid / xi - 1) < 1e-4     # grid error is of order (h/xi)^2

omega_1K = np.pi * thermal(1.0)
profile_1K = usadel_profile(omega_1K, np.arctan(gap / omega_1K))
xi_1K_grid = measured_length(profile_1K)
assert abs(xi_1K_grid / xi_formula(D, 1.0) - 1) < 1e-4

# Closed nonlinear profile and its far prefactor
closed = 4 * np.arctan(np.tan(theta0 / 4) * np.exp(-x / xi))
assert np.max(np.abs(profile - closed)) < 1e-5
far_grid = profile[600] * np.exp(x[600] / xi)
far_prefactor = 4 * np.tan(theta0 / 4)
assert abs(far_grid / far_prefactor - 1) < 1e-3

# Total pair amplitude: sum over Matsubara energies
n = np.arange(2000)
theta_n = np.arctan(gap / ((2 * n + 1) * omega0))


def total_pair(depth):
    decay = np.exp(-np.sqrt(2 * n + 1) * depth / xi)
    return np.sum(np.sin(4 * np.arctan(np.tan(theta_n / 4) * decay)))


def local_length(depth):
    d = 1e-3 * xi
    return 2 * d / np.log(total_pair(depth - d) / total_pair(depth + d))


r = np.tan(theta_n[1] / 4) / np.tan(theta_n[0] / 4)
q = np.sqrt(3) - 1
shortfall = 1 - local_length(8 * xi) / xi
assert abs(shortfall / (q * r * np.exp(-8 * q)) - 1) < 0.05

# Free-electron copper: velocity, mean free path, resistivity
density = 4 / (lattice_nm * nm)**3
v = (3 * np.pi**2 * density)**(1 / 3)
l = 3 * D / v
tau = l / v
conductivity = v / np.pi**2 * D         # density of states times D
assert abs(conductivity / (density * tau) - 1) < 1e-10
rho = hbar * bohr_m / e**2 / conductivity * 1e8     # micro-ohm cm
clean_length = v / (2 * omega0)


# Finite mean free path: decay constant y = kappa l of transport equation
def y_root(s):
    return brentq(lambda y: np.tanh(y) - y / (1 + s), 1e-3, 1 + s,
                  xtol=1e-14)


def y_ordinates(s):
    mu, w = np.polynomial.legendre.leggauss(80)
    m = ((1 + s) * np.eye(80) - w[None, :] / 2) / mu[:, None]
    ev = np.linalg.eigvals(m).real
    return np.min(ev[ev > 0])


s = 2 * omega0 * tau
for s_test in (s, 10 * s):
    assert abs(y_ordinates(s_test) / y_root(s_test) - 1) < 1e-7
assert abs((y_ordinates(s) / np.sqrt(3 * s) - 1) / (s / 10) - 1) < 0.02
y_clean = y_root(100 * s)
average = quad(lambda m: 0.5 / (1 + 100 * s - y_clean * m), -1, 1,
               points=[0.9, 0.99, 0.999], limit=400)[0]
assert abs(average - 1) < 1e-6
xi_transport = [f * l / y_root(f * s) for f in (1, 10, 100)]

# Pair breaking
gamma = D / (2 * (L_pb_nm * nm)**2)
xi_pb = 1 / np.sqrt(1 / xi**2 + 1 / (L_pb_nm * nm)**2)
xi_pb_grid = measured_length(usadel_profile(omega0, theta0, gamma))
assert abs(xi_pb_grid / xi_pb - 1) < 1e-4

print(f"Diffusivity D: {D_si:.2f} m^2/s")
print(f"Temperature T: {T_K:.1f} K")
print(f"Thermal energy kT: {k_ev * T_K:.4e} eV")
print(f"Lowest Matsubara energy pi kT: {omega0 * hartree_ev:.4e} eV")
print(f"Decay length xi, formula: {xi / nm:.2f} nm")
print(f"Decay length xi, converted: {10 * xi / nm:.1f} angstrom")
print(f"Decay length from nonlinear grid: {xi_grid / nm:.2f} nm")
print(f"xi at 1 K, formula: {xi_formula(D, 1.0) / nm:.2f} nm")
print(f"xi at 1 K, nonlinear grid: {xi_1K_grid / nm:.2f} nm")
for depth in (100, 200):
    print(f"exp(-x/xi) at x = {depth} nm: {np.exp(-depth * nm / xi):.4f}")
print(f"Gap of superconductor (rough input): {gap_ev:.4f} eV")
print(f"Contact angle theta_0, n = 0: {theta0:.4f} rad")
print(f"Far prefactor 4 tan(theta_0/4): {far_prefactor:.4f} rad")
print(f"Far prefactor / linear one: {far_prefactor / theta0:.4f}")
print(f"Prefactor ratio r (n=1 to n=0): {r:.4f}")
for depth in (50, 100, 200, 300):
    value = local_length(depth * nm) / nm
    print(f"Local length of total amplitude at {depth} nm: {value:.2f} nm")
print(f"Lattice constant of copper (rough input): {lattice_nm:.3f} nm")
print(f"Fermi velocity: {v * bohr_m / time_s:.3e} m/s")
print(f"Mean free path l: {l / nm:.2f} nm")
print(f"Resistivity implied by D: {rho:.2f} micro-ohm cm")
print(f"Clean thermal length hbar v/(2 pi kT): {clean_length / nm:.1f} nm")
print(f"Dirty-limit parameter s: {s:.4f}")
for f, length in zip((1, 10, 100), xi_transport):
    usadel = xi_formula(f * D, T_K)
    print(f"D = {f * D_si:.2f} m^2/s: mean free path {f * l / nm:.1f} nm")
    print(f"  Usadel length: {usadel / nm:.2f} nm")
    print(f"  transport length: {length / nm:.2f} nm")
    print(f"  Usadel / transport: {usadel / length:.4f}")
print(f"Pair-breaking length (chosen): {L_pb_nm:.0f} nm")
print(f"Pair-breaking energy gamma: {gamma * hartree_ev:.3e} eV")
print(f"Decay length with pair breaking: {xi_pb / nm:.2f} nm")
print(f"Same from nonlinear grid: {xi_pb_grid / nm:.2f} nm")
print("finished without a failed check")
```

Running it gives:

```
Diffusivity D: 0.01 m^2/s
Temperature T: 4.0 K
Thermal energy kT: 3.4469e-04 eV
Lowest Matsubara energy pi kT: 1.0829e-03 eV
Decay length xi, formula: 55.13 nm
Decay length xi, converted: 551.3 angstrom
Decay length from nonlinear grid: 55.13 nm
xi at 1 K, formula: 110.26 nm
xi at 1 K, nonlinear grid: 110.26 nm
exp(-x/xi) at x = 100 nm: 0.1630
exp(-x/xi) at x = 200 nm: 0.0266
Gap of superconductor (rough input): 0.0014 eV
Contact angle theta_0, n = 0: 0.9124 rad
Far prefactor 4 tan(theta_0/4): 0.9286 rad
Far prefactor / linear one: 1.0177
Prefactor ratio r (n=1 to n=0): 0.4397
Local length of total amplitude at 50 nm: 40.54 nm
Local length of total amplitude at 100 nm: 48.89 nm
Local length of total amplitude at 200 nm: 53.71 nm
Local length of total amplitude at 300 nm: 54.78 nm
Lattice constant of copper (rough input): 0.361 nm
Fermi velocity: 1.575e+06 m/s
Mean free path l: 19.05 nm
Resistivity implied by D: 3.45 micro-ohm cm
Clean thermal length hbar v/(2 pi kT): 478.6 nm
Dirty-limit parameter s: 0.0398
D = 0.01 m^2/s: mean free path 19.0 nm
  Usadel length: 55.13 nm
  transport length: 54.91 nm
  Usadel / transport: 1.0040
D = 0.10 m^2/s: mean free path 190.5 nm
  Usadel length: 174.33 nm
  transport length: 167.50 nm
  Usadel / transport: 1.0408
D = 1.00 m^2/s: mean free path 1904.9 nm
  Usadel length: 551.29 nm
  transport length: 382.55 nm
  Usadel / transport: 1.4411
Pair-breaking length (chosen): 300 nm
Pair-breaking energy gamma: 3.657e-05 eV
Decay length with pair breaking: 54.22 nm
Same from nonlinear grid: 54.22 nm
finished without a failed check
```
